# Flux exponent of irreversible island nucleation with logarithmic capture numbers

## Problem

Atoms arrive on a crystal surface at flux $F$ (monolayers per second) and diffuse with constant $D$ (site areas per second). Two adatoms that meet form a dimer that neither breaks up nor moves, so every dimer is the start of an island. Let $N_1$ and $N$ be the numbers of adatoms and islands per surface site, $\theta=Ft$ the coverage, and

$$L=\ln(1/N),\qquad f=F/D .$$

Islands capture adatoms at the rate $\sigma D N_1N$ per site, and adatom pairs form at the rate $\sigma_1DN_1^2$. Both capture numbers vary in the same way,

$$\sigma=\frac{c}{L},\qquad \sigma_1=\frac{c_1}{L},$$

with constant $c$ and $c_1$. Evaporation, coalescence and landing on top of islands are neglected. Find the local exponent

$$\chi=\left.\frac{d\ln N}{d\ln F}\right|_{\theta,D}$$

and its value at $N=10^{-4}$.

The logarithm comes from diffusion in two dimensions. Around an absorber of radius $r_0$, the steady adatom density grows as $\ln(r/r_0)$. If it reaches $N_1$ at $r=R_c$, the inward current is $2\pi DN_1/\ln(R_c/r_0)$. With $R_c\approx N^{-1/2}$ and $r_0$ about one site, this gives $\sigma\approx4\pi/\ln(1/N)$ to leading logarithm. The premise thus describes point-like islands to leading logarithm, with $c\approx4\pi$. The constant left out beside $L$ matters at fine precision: replacing $L$ by $L+1$ in both capture numbers raises $\chi$ by about 0.001 at $N=10^{-4}$ and $\theta=0.1$. For point traps on a square lattice the constant is about 0.6 when they form an ordered array and about 3 when they are placed at random, which raises $\chi$ by about 0.0007 and 0.003 respectively, so even the third digit depends on the arrangement. The later digits quoted below therefore belong to the stated premise, not to a real surface.

## First estimate by scaling

Once islands are numerous, nearly every arriving atom is captured by one. Balancing $F$ against $\sigma DN_1N$ gives

$$N_1\approx\frac{f}{\sigma N}.$$

The number of islands is roughly the nucleation rate times the elapsed time $\theta/F$:

$$N\sim\frac{\sigma_1DN_1^2\,\theta}{F}=\frac{\sigma_1N_1^2\,\theta}{f}
\sim\frac{\sigma_1}{\sigma^2}\,\frac{f\theta}{N^2}.$$

Since $\sigma_1/\sigma^2=(c_1/c^2)L$, one logarithm survives:

$$\frac{N^3}{L}\sim\frac{c_1}{c^2}\,\theta f .$$

An unknown constant factor does not affect the exponent. Taking logarithms and varying $F$ at fixed $\theta$ and $D$,

$$3\,d\ln N-d\ln L=d\ln F .$$

Because $dL=-d\ln N$, we have $d\ln L=-d\ln N/L$. Therefore

$$\left(3+\frac1L\right)d\ln N=d\ln F,\qquad
\chi_s=\frac{1}{3+1/\ln(1/N)} .$$

At $N=10^{-4}$, $L=9.2103$ and $\chi_s=1/3.1086=0.3217$.

The exponent lies below $1/3$ for a physical reason. A higher flux gives more islands, and a larger $N$ raises the capture numbers. The nucleation rate varies as $\sigma_1/\sigma^2$, hence as $1/\sigma$ when both numbers change together. Stronger capture removes adatoms before they can pair, which restrains the growth of $N$.

The estimate has treated the logarithm as constant during deposition, although $N$ grew from zero. The rate equation must be integrated to see what this costs.

## Exact solution of the quasi-steady equation

Each nucleation event consumes two adatoms. With $dt=d\theta/F$, the rate equations are

$$\frac{dN_1}{d\theta}=1-\frac{2\sigma_1N_1^2}{f}-\frac{\sigma N_1N}{f},
\qquad
\frac{dN}{d\theta}=\frac{\sigma_1N_1^2}{f}.$$

In the quasi-steady regime $dN_1/d\theta\ll1$, and for $N_1\ll N$ the nucleation loss is small beside capture by islands. Then $N_1=f/(\sigma N)$, and

$$\frac{dN}{d\theta}=\frac{\sigma_1}{\sigma^2}\frac{f}{N^2}
=\frac{c_1}{c^2}\,\frac{fL}{N^2}.$$

Separating variables and integrating from $N=0$ at $\theta=0$,

$$G(N)\equiv\int_0^N\frac{n^2}{\ln(1/n)}\,dn=\frac{c_1}{c^2}\,\theta f .$$

Put $n=e^{-u}$, so that $dn=-e^{-u}du$ and the limits become $u=\infty$ and $u=L$:

$$G=\int_L^\infty\frac{e^{-3u}}{u}\,du=E_1(3L),\qquad
E_1(x)=\int_x^\infty\frac{e^{-v}}{v}\,dv .$$

At fixed $\theta$ and $D$, $G$ is proportional to $F$, so $d\ln G=d\ln F$. Also $dG/dN=N^2/L$, which gives $d\ln G/d\ln N=N^3/(LG)$. Hence

$$\chi_0=\frac{LG}{N^3}=L\,e^{3L}E_1(3L).$$

The constants $c$ and $c_1$ have dropped out. At $N=10^{-4}$ the result is $\chi_0=0.3221$.

## Comparison

Write $\ell=\ln(1/n)$. Since $d(1/\ell)/dn=1/(n\ell^2)$, integration by parts gives

$$G=\frac{N^3}{3L}-\frac J3,\qquad J=\int_0^N\frac{n^2}{\ell^2}\,dn .$$

Dropping $J$ recovers the scaling law, now with its factor of 3. To bound what was dropped, note that $\ell>L$ for $n<N$, so $J<G/L$. Then

$$G\left(1+\frac1{3L}\right)>\frac{N^3}{3L}
\quad\Longrightarrow\quad
\chi_0=\frac{LG}{N^3}>\frac{1}{3+1/L}=\chi_s .$$

The scaling result is a strict lower bound on $\chi_0$. For an upper bound, integrate $J$ by parts, using $d(\ell^{-2})/dn=2/(n\ell^3)$:

$$J=\frac{N^3}{3L^2}-\frac23\int_0^N\frac{n^2}{\ell^3}\,dn
>\frac{N^3}{3L^2}-\frac{2J}{3L}.$$

Solving for $J$ gives $J>N^3/[L(3L+2)]$. Substitution into $G$ yields

$$\chi_0<\frac13\left(1-\frac1{3L+2}\right)=\frac{3L+1}{3(3L+2)} .$$

At $N=10^{-4}$ the bounds are 0.32169 and 0.32208, and $\chi_0=0.32206$ lies between them. The scaling value is low by $3.7\times10^{-4}$, or 0.11% of $\chi_0$. Both round to 0.322.

For large $L$, the expansion $E_1(x)=e^{-x}x^{-1}(1-1/x+2/x^2-\dots)$ with $x=3L$ gives

$$\chi_0=\frac13-\frac1{9L}+\frac2{27L^2}-\dots,\qquad
\chi_s=\frac13-\frac1{9L}+\frac1{27L^2}-\dots$$

The simple formula is therefore correct through first order in $1/L$, with leading error $1/(27L^2)$. The approach to $1/3$ is slow: at $N=10^{-8}$, $\chi_0$ is still 0.3275. At $N=10^{-2}$, $\chi_s=0.3108$ and $\chi_0=0.3121$.

## Atoms lost to nucleation

At this precision the neglected nucleation loss matters too. Let $q=N_1/N$ and $s=c_1/c$. The quasi-steady balance including the loss is

$$1=\frac{\sigma N_1N}{f}(1+2sq).$$

To first order, $N_1$ falls by the factor $1-2sq$ and the nucleation rate by $1-4sq$. With $q\approx fL/(cN^2)$, dividing the island equation by this factor and integrating gives

$$G+\frac{4sfN}{c}=\frac{c_1}{c^2}\,\theta f .$$

Now differentiate with respect to $\ln F$. The right side is proportional to $f$ and reproduces itself, so

$$\frac{N^3}{L}\chi+\frac{4sfN}{c}(1+\chi)=G+\frac{4sfN}{c}.$$

The term $4sfN/c$ cancels, and

$$\chi=\frac{G}{N^3/L+4sfN/c}=\frac{\chi_0}{1+4sq}.$$

Integrating both full rate equations with $c=c_1=4\pi$, $\theta=0.1$ and $D/F=2.276\times10^{11}$ gives $N=9.987\times10^{-5}$, $q=3.23\times10^{-4}$ and $\chi=0.32166$. The corrected formula gives 0.32165.

This lies very close to $\chi_s$, but the agreement is accidental. The loss lowers the exponent by about as much as integrating the logarithm raises it. At fixed $N$, $q\propto f\propto1/\theta$, so another coverage would spoil the cancellation.

## When capture depends on coverage

Compact islands have radius $r_0\approx(\theta/N)^{1/2}$. The ratio $R_c/r_0$ is then about $\theta^{-1/2}$, and the diffusion estimate becomes $\sigma\approx4\pi/\ln(1/\theta)$, without $N$. Adatoms remain point-like, so keep $\sigma_1=c_1/L$. For any $\sigma(\theta)$,

$$\int_0^Nn^2\ln(1/n)\,dn=c_1f\int_0^\theta\frac{d\theta'}{\sigma(\theta')^2}.$$

Integration by parts turns the left side into $N^3(L/3+1/9)$. Its derivative with respect to $\ln N$ is $N^3L$. At fixed $\theta$ the right side is proportional to $F$, so

$$\chi=\frac{L/3+1/9}{L}=\frac13\left(1+\frac1{3L}\right).$$

The logarithmic correction has changed sign: a larger $N$ still helps adatoms to pair but no longer strengthens capture by each island. With $\sigma=4\pi/\ln(1/\theta)$, $c_1=4\pi$ and the same $\theta$ and $D/F$, the full equations give $N=4.95\times10^{-5}$ and $\chi=0.3438$, against 0.3445 from this formula. The result 0.322 thus depends on all capture numbers following $1/\ln(1/N)$.

## A growth example

Take rough values for metal homoepitaxy on a (100) surface: a square cell of side 0.29 nm, hop barrier 0.45 eV, total hop prefactor $10^{13}\ \mathrm{s^{-1}}$, $T=400$ K, $F=0.01$ monolayer/s and $\theta=0.1$. They represent a class of systems, not one metal. The hop rate is

$$h=10^{13}e^{-0.45\,\mathrm{eV}/k_BT}\ \mathrm{s^{-1}}=2.14\times10^7\ \mathrm{s^{-1}} .$$

On a square lattice $D=h/4$ in site areas per second, so $D/F=5.35\times10^8$. With $c=c_1=4\pi$, the growth law reads

$$E_1(3L)=\frac{0.1}{4\pi\times5.35\times10^8},$$

whose solution is $L=7.27$, or $N=6.97\times10^{-4}$ per site. The island spacing is $0.29\ \mathrm{nm}/\sqrt N=11.0$ nm (110 Å).

Here $\chi_s=0.3187$ and $\chi_0=0.3193$. By the integrated law, raising the flux tenfold at fixed temperature and coverage multiplies $N$ by 2.08 (2.06 when nucleation loss is included), compared with $10^{1/3}=2.15$ for constant capture numbers. Nucleation loss is larger than in the first case, with $q=2.2\times10^{-3}$, and the full equations give $\chi=0.3167$.

In real growth of this kind, islands have finite size, which breaks the point-island premise. With capture governed by coverage, the full equations at the same $D/F$ give an exponent of about 0.343, a larger change than that from integrating the logarithm or from nucleation loss. Irreversibility also has a limited range. For a rough dimer bond of 0.65 eV, the estimated break-up rate is 1% of the dimer's growth rate at 400 K, but the two are equal near 480 K. Even this 1% matters at the precision used here: adding dimer break-up to the rate equations raises $\chi$ from 0.3167 to 0.318, more than integrating the logarithm does. The margin depends steeply on the bond. For 0.5 eV the two rates are already equal near 405 K and $\chi$ at 400 K is about 0.38, and for 0.3 eV they are equal near 305 K, so the example holds at 400 K only for strongly bound dimers. Reaching $N=10^{-4}$ at this flux and coverage would need $D/F=2.3\times10^{11}$, hence about 750 K with the same hop parameters, where the irreversible model no longer applies.

Dimers must also be nearly immobile. Assuming equal prefactors and capture numbers, a dimer reaches another island as fast as it captures an adatom when $D_{\rm dimer}/D=q$. That corresponds to a barrier $k_BT\ln(1/q)=0.21$ eV above the adatom's, and the model needs a clearly larger excess. A metal whose dimers move nearly as easily as its adatoms lies outside the model. Residual gas at $10^{-10}$ Torr (mass 28 u, 300 K) brings 0.46 arrivals per island during the 10 s deposition. If most of them stuck and seeded islands, the density law would fail. Even one in ten doing so would lower $\chi$ to about 0.28 in the full equations. For circular islands one layer high, the diameter is 0.36 of the spacing at the end, and on average 5% of the flux lands on islands. Few atoms therefore land on islands, and typical neighbours remain apart, though close pairs can still coalesce.

## Values computed for the example and the checks

```
BENCHMARK, N = 1.0e-04 per site, coverage 0.10
c = c1 = 4 pi = 12.5664; L = 9.2103
simple exponent 1/(3+1/L) = 0.32169
integrated exponent chi0 = 0.32206
upper bound = 0.32208
chi0 minus simple = 3.69e-04
D/F required = 2.276e+11
full equations c1=c: N = 9.9874e-05 per site, q = 3.23e-04
  exponent = 0.32166; corrected formula = 0.32165
full equations c1=c/2: N = 7.9905e-05 per site, q = 5.17e-04
  exponent = 0.32199; corrected formula = 0.32198
coverage-controlled capture, same D/F: N = 4.947e-05 per site
  full exponent = 0.34378; formula = 0.34454
error coefficient ratio at L=200: 0.9917
TABLE: N per site, L, simple, integrated
  1e-02  4.605  0.31083  0.31210
  1e-03  6.908  0.31799  0.31861
  1e-04  9.210  0.32169  0.32206
  1e-06  13.816  0.32548  0.32565
  1e-08  18.421  0.32741  0.32751
GROWTH EXAMPLE (rough model values)
cell = 0.29 nm; hop barrier = 0.45 eV; dimer bond = 0.65 eV
prefactor = 1e+13 1/s; T = 400 K; flux = 0.010 monolayer/s
coverage = 0.10; deposition time = 10.0 s
hop rate = 2.139e+07 1/s; D/F = 5.348e+08
N = 6.971e-04 per site; L = 7.269
island spacing = 10.98 nm = 109.8 angstrom
exponent: simple 0.31872, integrated 0.31929
tenfold flux: N rises by 2.0825 (integrated law)
  by 2.0831 (simple exponent), by 2.1544 (exponent 1/3)
NEGLECTED EFFECTS IN THE GROWTH EXAMPLE
full equations: N = 6.912e-04 per site, exponent = 0.31665
exponent if coverage controls capture = 0.34862
dimer break-up rate / growth rate = 9.64e-03
temperature where these rates match = 480 K
adatom/island density ratio q = 2.23e-03
extra dimer barrier at equal loss rates = 0.211 eV
residual gas: 1e-10 Torr, mass 28 u, 300 K
gas arrivals per island during growth = 0.46
island diameter / spacing = 0.357
mean fraction of flux landing on islands = 0.050
```
